# When Random Telegraph Noise Gives Two Peaks in the Current Histogram

## Problem

A single oxide trap in a small silicon transistor captures and releases one electron. The drain current then jumps between two levels separated by a step $\Delta$. The current is read many times, and each reading carries Gaussian noise of standard deviation $\sigma$, independent from reading to reading and equal in both levels. The mean dwell times in the two levels are equal.

(a) How large must $\Delta$ be for the histogram of the readings to show two peaks?

(b) The mean current is 500 nA and $\sigma=4$ nA. Describe the histograms for steps of 12 nA and 6 nA.

(c) How far from equal may the dwell times be before the 12 nA step loses one of its peaks?

(d) If the histogram has one peak, can the trap still be detected?

"Histogram" here means the limit of a long record and narrow bins, that is, the probability density $p(x)$ of a reading. The coordinate $x$ is the current measured from the midpoint of the two levels, which lie at $x=\pm a$ with $a=\Delta/2$. A finite histogram can also show accidental maxima from counting scatter; these are not meant.

## First estimate by scaling

The density contains two currents, $\Delta$ and $\sigma$. Whether it has one peak or two cannot depend on the unit of current, so the threshold must have the form $\Delta=c\,\sigma$ with a pure number $c$.

To estimate $c$, suppose that two bells become distinct when their half-maximum points meet at the midpoint. A Gaussian falls to half its maximum at a distance $a$ given by
$$e^{-a^2/2\sigma^2}=\tfrac12\quad\Rightarrow\quad a=\sigma\sqrt{2\ln 2},\qquad \Delta=2a\approx2.35\,\sigma .$$
For $\sigma=4$ nA this is 9.4 nA. The proportionality to $\sigma$ is firm, but the number rests on a plausible criterion and not on a count of peaks.

## Exact solution

**The density.** Equal mean dwell times mean that each level is occupied half the time. With
$$G(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2},\qquad p(x)=\tfrac12\left[G(x-a)+G(x+a)\right],$$
we expand the squares $(x\mp a)^2=x^2\mp2ax+a^2$ and take out the common factors:
$$p(x)=G(a)\,e^{-x^2/2\sigma^2}\,\tfrac12\left(e^{ax/\sigma^2}+e^{-ax/\sigma^2}\right)=G(a)\,e^{-x^2/2\sigma^2}\cosh\frac{ax}{\sigma^2}.$$
Since $p>0$, we may differentiate its logarithm:
$$\frac{p'(x)}{p(x)}=-\frac{x}{\sigma^2}+\frac{a}{\sigma^2}\tanh\frac{ax}{\sigma^2}=-\frac{F(x)}{\sigma^2},\qquad F(x)=x-a\tanh\frac{ax}{\sigma^2}.$$
The density rises where $F<0$ and falls where $F>0$. Because $p$ is even, it is enough to study $x>0$.

**Case $a\le\sigma$.** For $y>0$ we have $\tanh y<y$, since both vanish at $y=0$ and the slope of $\tanh y$, which is $1/\cosh^2y$, is below 1 for $y>0$. Hence
$$F(x)>x-\frac{a^2}{\sigma^2}x=x\left(1-\frac{a^2}{\sigma^2}\right)\ge0 .$$
The density falls everywhere to the right of the centre and, by symmetry, everywhere to the left. There is one peak, at $x=0$. The first inequality is strict, so this includes $a=\sigma$.

**Case $a>\sigma$.** The derivatives of $F$ are
$$F'(x)=1-\frac{a^2}{\sigma^2}\frac{1}{\cosh^2(ax/\sigma^2)},\qquad F''(x)=\frac{2a^3}{\sigma^4}\frac{\tanh(ax/\sigma^2)}{\cosh^2(ax/\sigma^2)}>0\quad(x>0).$$
At the centre $F(0)=0$ and $F'(0)=1-a^2/\sigma^2<0$, so $F$ first becomes negative. Its slope increases steadily, so once $F$ has turned upward it keeps rising. At $x=a$ it is positive, because $F(a)=a[1-\tanh(a^2/\sigma^2)]>0$. It therefore has one positive zero $x_m$, with $x_m<a$. The density rises from $0$ to $x_m$ and falls beyond, which gives a valley at the centre and peaks at $\pm x_m$.

The two cases together answer (a):
$$\boxed{\text{two peaks if }\Delta>2\sigma,\qquad\text{one peak if }\Delta\le2\sigma.}$$

**Just above the threshold.** Let $\varepsilon=a^2/\sigma^2-1$ be small and positive. With $\ln\cosh y\approx y^2/2-y^4/12$, and $a\approx\sigma$ in the quartic term,
$$\ln\frac{p(x)}{p(0)}\approx\frac{\varepsilon x^2}{2\sigma^2}-\frac{x^4}{12\sigma^4}.$$
Setting the derivative to zero gives $x_m^2\approx3\varepsilon\sigma^2=3(a^2-\sigma^2)$. Inserting this gives a peak that stands above the valley by the relative amount $\tfrac32\varepsilon^2-\tfrac34\varepsilon^2=\tfrac34\varepsilon^2$. The two peaks thus grow out of the centre, and at first they are very shallow. For $\Delta=2.1\sigma$, $\varepsilon\approx0.10$ and the valley is less than 1 % deep. A bin with $n$ counts has a relative scatter of $1/\sqrt n$, so to see the valley by comparing single bins, each bin needs far more than $1/0.01^2=10\,000$ counts.

## The two steps of part (b)

For the 12 nA step, $a=6$ nA exceeds $\sigma=4$ nA, so there are two peaks. Their position solves
$$x_m=6\tanh\!\left(\frac{6x_m}{16}\right)\quad\text{(in nA)},\qquad x_m=5.85\text{ nA}.$$
Indeed $\tanh(0.375\times5.853)=0.9755$, and six times this is 5.853. The peaks lie at 494.15 and 505.85 nA. Their separation, 11.71 nA, is 0.29 nA less than the true step, because the tail of each bell pulls the other's maximum inward.

The valley density is
$$p(0)=G(a)=\frac{e^{-36/32}}{4\sqrt{2\pi}}=0.0324\text{ per nA},$$
and the peak density is 0.0505 per nA, so the valley has 64 % of the peak height.

A simulated record of 100 s with one reading every 20 µs has $5\times10^6$ readings. With 1 nA bins the valley bin should hold about $5\times10^6\times0.03238\approx161\,900$ counts; the simulation gives 162 816. The bin average accounts for part of the excess. Since $p''(0)=p(0)(a^2-\sigma^2)/\sigma^4$, averaging over a width $h$ raises the count by the fraction $h^2(a^2-\sigma^2)/24\sigma^4=0.33\,\%$, or about 530 counts. The remaining 390 or so are about one standard deviation of the counting scatter, $\sqrt{162\,000}\approx400$.

For the 6 nA step, $a=3$ nA is less than $\sigma$. The density has one peak, at 500 nA, of height 0.0753 per nA. The simulated histogram also has one peak, in the bin centred there.

## Unequal dwell times: part (c)

Let the upper level be occupied for a fraction $w$ of the time. The condition $p'(x)=0$ is now
$$w(x-a)G(x-a)+(1-w)(x+a)G(x+a)=0 .$$
For $|x|\ge a$ the two terms cannot cancel, so all stationary points lie between the levels. There we divide and use $G(x+a)/G(x-a)=e^{-2ax/\sigma^2}$:
$$\ln\frac{w}{1-w}=\ln\frac{a+x}{a-x}-\frac{2ax}{\sigma^2}=2\,\mathrm{artanh}\frac xa-\frac{2ax}{\sigma^2}\equiv g(x).$$
The slope is $g'(x)=2a/(a^2-x^2)-2a/\sigma^2$, and $g$ runs from $-\infty$ at $x=-a$ to $+\infty$ at $x=a$.

If $a\le\sigma$, $g$ increases throughout and takes each value once, so there is one peak for every $w$. Unequal dwell times cannot create a second peak below $2\sigma$.

If $a>\sigma$, $g$ decreases where $a^2-x^2>\sigma^2$, that is, between $x=\pm au$ with $u=\sqrt{1-\sigma^2/a^2}$. It has a local maximum at $-au$ and a local minimum of opposite value at $+au$. Three stationary points, hence two peaks and a valley, exist if
$$\left|\ln\frac{w}{1-w}\right|<2\left[\frac{a^2}{\sigma^2}u-\mathrm{artanh}\,u\right].$$

For the 12 nA step, $a^2/\sigma^2=2.25$ and $u=0.745$, so the limit is $2(1.677-0.962)=1.43$. Two peaks survive for $w$ between 0.193 and 0.807, or for a ratio of mean dwell times up to $e^{1.43}\approx4.2$.

In thermal equilibrium the ratio of filled to empty trap occupation varies as $e^{-(E_T-E_F)/kT}$, where $E_T$ is the trap level and $E_F$ the Fermi level. Starting from equal dwell times, the limit therefore corresponds to a shift of $E_T-E_F$ by $1.43\,kT$, which is 37 meV at 300 K.

## One peak with a trap present: part (d)

The histogram discards the order of the readings, and the order still carries the signal. Let $s=\pm1$ denote the level, and let each level be left at the constant rate $1/\tau$, with $\tau=10$ ms. A switch reverses $s$, so in a time $dt$ the correlation $C(t)=\langle s(0)s(t)\rangle$ changes by $-2C\,dt/\tau$. With $C(0)=1$ this gives $C=e^{-2t/\tau}$. Noise that is independent between readings adds nothing at $t>0$, and the covariance of two readings is $a^2e^{-2t/\tau}$.

For the 6 nA step and neighbouring readings it should be $9\,e^{-0.004}=8.964$ nA². The simulated record gives 8.958 nA², from which $\Delta=2\sqrt{8.958\,e^{0.004}}=6.00$ nA. The hidden step is recovered, given that the readout noise is white, that the slow part of the signal switches between two levels, and that the levels are equally occupied. The covariance alone does not show the second point: slow Gaussian noise with the same variance and correlation time would give the same value. The shape of the histogram helps here, even with one peak. Two equally occupied levels with Gaussian noise give it an excess kurtosis of $-2a^4/(a^2+\sigma^2)^2=-0.26$, whereas purely Gaussian fluctuations give zero. A negative value is not proof of a trap: a linear drift of 10.4 nA without any trap gives a covariance of 9 nA² and an excess kurtosis of $-0.16$. Unequal occupancy changes both measures. The variance of the level becomes $4w(1-w)a^2$, so at a dwell-time ratio of 4.2 the formula above returns 4.7 nA for the 6 nA step, and the excess kurtosis vanishes at $w(1-w)=1/6$, that is, at $w\approx0.21$ or $0.79$. A slow drift would add to the covariance: a linear drift of 2.5 nA over the record contributes $2.5^2/12=0.52$ nA² and would raise the inferred step to about 6.2 nA. The noise of real small transistors often has a $1/f$ part, which is correlated between readings and also adds to the covariance. If one tenth of the noise variance is $1/f$ over a record of about 40 s, the inferred step is about 6.5 nA, and a step of about 2.4 nA is inferred with no trap at all.

## What shifts the threshold in practice

**Occupancy scatter.** A record of length $T$ holds a finite number of switches. The time average of $s$ has variance $(2/T)\int_0^\infty e^{-2t/\tau}dt=\tau/T$ for $T\gg\tau$. Since $w=(1+\bar s)/2$, the scatter of $w$ is $\tfrac12\sqrt{\tau/T}=0.005$. This small imbalance raises the threshold to $2.06\,\sigma$. The reason is the form of the limit in part (c) for small $u$. With $a^2/\sigma^2\approx1+u^2$ and $\mathrm{artanh}\,u\approx u+u^3/3$ it becomes $\tfrac43u^3$. An imbalance $\ln(0.505/0.495)=0.020$ then requires $u\approx0.25$, so that $a/\sigma=1/\sqrt{1-u^2}\approx1.03$.

**Drift and bin width.** A linear drift $D$ replaces $p$ by its average over a width $D$. The curvature of the average at the centre is $2p'(D/2)/D$, which is positive if $D/2<x_m$. For $D=2.5$ nA the threshold follows from $x_m^2\approx3(a^2-\sigma^2)=1.25^2$ nA², so $a\approx4.06$ nA and $\Delta\approx2.03\,\sigma$. Counting the peaks of the averaged density numerically also gives 2.03. Averaging over a bin of width $h=1$ nA acts in the same way and gives 2.005. A histogram also compares only whole bins. Near the threshold $p(x)/p(0)\approx1+\varepsilon x^2/2\sigma^2-x^4/12\sigma^4$, and the averages of this over a bin centred on the midpoint and over its neighbour differ by $\varepsilon h^2/2\sigma^2-h^4/8\sigma^4$. The central bin is therefore the lower one if $\varepsilon>h^2/4\sigma^2\approx0.016$, that is, above about $2.02\,\sigma$. The value depends on where the bins fall: with a bin edge at the midpoint, the bins from $0$ to $h$ and from $h$ to $2h$ differ by $\varepsilon h^2/\sigma^2-h^4/2\sigma^4$, and the threshold is about $2.03\,\sigma$.

**Switching during a reading.** A fraction $f=1-e^{-0.002}=0.20\,\%$ of the readings contains a switch. If each reading averages the current over its 20 µs, these readings are spread evenly between the levels. Their density has curvature $-G(a)/\sigma^2$ at the centre, against $G(a)(a^2/\sigma^2-1)/\sigma^2$ for the rest. The centre is a valley if $(1-f)(a^2/\sigma^2-1)>f$, that is, if $\Delta>2\sigma/\sqrt{1-f}=2.002\,\sigma$.

**Unequal noise.** If all the noise grew in proportion to the current, the two levels would differ in noise by $12/500=2.4\,\%$. Counting peaks numerically, with $\sigma$ the mean of the two values, gives a threshold of $2.10\,\sigma$. This is an upper estimate if the noise grows at most in proportion to the current, since amplifier noise does not follow the current in this way. A trap can also change the device noise of the two levels by more; differences of 5 % and 10 % give thresholds of $2.15\,\sigma$ and $2.22\,\sigma$.

Occupancy scatter, drift and unequal noise together, with the less favourable sign of the scatter and the noise difference held at 2.4 %, give $2.16\,\sigma$, or 8.6 nA. Both steps of part (b) keep their number of peaks.

The parameters are rough values for a small-area silicon transistor, in which one trap can change the current by a few percent. The noise, 0.8 % of the current, is a chosen value far above the shot noise of a 500 nA current, which is about 0.06 nA in the 25 kHz bandwidth of a 20 µs average. Lower noise reduces the ideal threshold $2\sigma$ in proportion, but a fixed drift then matters more: with $\sigma=1$ nA and a drift of 2.5 nA, the threshold is 2.7 nA instead of 2.0 nA. Equal dwell times hold only near one particular gate voltage, because the gate voltage moves the trap level relative to the Fermi level. At a dwell-time ratio of 4.2 the threshold is $3\sigma$ instead of $2\sigma$. Several active traps give more than two levels and lie outside this model.

## Comparison of the estimate with the exact result

Scaling gave the correct form $\Delta=c\,\sigma$. The half-maximum criterion gave $c\approx2.35$, which is 18 % above the exact value 2; for $\sigma=4$ nA the two thresholds are 9.4 and 8.0 nA.

The excess can be traced. At the estimated step each bell contributes half its maximum to the centre, so the sum there equals one full bell maximum. At either level the sum is that maximum plus the other bell's tail, $e^{-\Delta^2/2\sigma^2}=e^{-4\ln2}=1/16$. The centre is therefore already lower than the levels, in the ratio 16 to 17, and the valley has formed. The half-maximum criterion is sufficient for two peaks but not necessary. The true threshold is set by curvature: a Gaussian changes from curving downward to curving upward at a distance $\sigma$ from its maximum, and a valley forms when the midpoint lies beyond that distance from both levels.

The numerical output below lists the parameters and the main results.

## Values computed for the example and the checks

```
threshold step/sigma, ideal case: 2.0000
mean current: 500 nA; noise sigma: 4.0 nA
large step: 12.0 nA = 3.00 sigma
small step: 6.0 nA = 1.50 sigma
smallest step with two peaks, ideal: 8.0 nA
mean dwell: 10 ms; reading: 20 us
record: 100 s; number of readings: 5000000
bin width: 1.0 nA; drift: 2.5 nA
temperature: 300 K
LARGE STEP
peak offset from midpoint: 5.853 nA
peak currents: 494.15 and 505.85 nA
peak separation: 11.71 nA
density at peak: 0.05045 per nA
density at valley: 0.03238 per nA
valley/peak: 0.642
simulated peaks: 2, in bins centred at 494 and 506 nA
simulated counts, left peak/valley/right peak: 252360 / 162816 / 251220
SMALL STEP
density at single peak: 0.07528 per nA
simulated peaks: 1, in bin centred at 500 nA
covariance of neighbours, simulated: 8.958 nA^2
covariance of neighbours, formula: 8.964 nA^2
step recovered from covariance: 6.00 nA
UNEQUAL OCCUPANCY, LARGE STEP
limit of |ln(w/(1-w))|: 1.429
two peaks for w from 0.193 to 0.807
limiting dwell-time ratio: 4.18
allowed trap-level shift: +-36.9 meV
NEGLECTED EFFECTS: threshold step/sigma
occupancy scatter, formula: 0.0050; simulated: 0.0050
with one-sigma occupancy scatter: 2.061
noise difference of levels, upper estimate: 2.4 %
with that noise difference: 2.100
with drift: 2.033
with finite bin width: 2.005
fraction of readings with a switch: 0.20 %
with switching during readings: 2.002
with scatter, noise difference and drift: 2.161
the same as a step: 8.64 nA
```
